# Dipolar energy disorder on a fully occupied simple cubic lattice: a program that tests the result

```python
"""
RESULT UNDER TEST: a charge e on a simple cubic lattice (constant a) whose other
sites all carry dipoles p of independent random direction has rms energy
    sigma = sqrt(S4/3) * e p/(4 pi eps a^2) = about 2.35 e p/(4 pi eps a^2),
    S4 = sum over nonzero integer vectors n of 1/|n|^4.
Reduced units: length a, energy e p/(4 pi eps a^2).
S8: same sum with 1/|n|^8.  eps_r: relative permittivity.
The program also sizes effects left out of this model for a molecular glass.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

rng = np.random.default_rng(12345)
pi = np.pi

# ---------- lattice sums: direct sum with continuum tail, and theta splitting
half = 45
axis = np.arange(-half, half + 1)
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
r2 = X**2 + Y**2 + Z**2
inside = (r2 > 0) & (r2 <= half**2)
shell_count = np.bincount(r2[inside])
m_all = np.nonzero(shell_count)[0]
n_all = shell_count[m_all]
S4_direct = np.sum(n_all / m_all**2.0) + 4 * pi / half
S8 = np.sum(n_all / m_all**4.0)


def shell_term(m):
    c = pi * m
    return (np.exp(-c) * (1 / c + 1 / c**2) + 2 * np.exp(-c)
            - 2 * pi * np.sqrt(m) * erfc(np.sqrt(c)))


for m in (1, 2, 3):
    integral = quad(lambda t: (t + t**-1.5) * np.exp(-pi * m * t), 1, 40,
                    epsabs=1e-14)[0]
    assert abs(integral - shell_term(m)) < 1e-10
few = m_all <= 9
S4 = pi**2 * (1.5 + np.sum(n_all[few] * shell_term(m_all[few])))
assert abs(S4 - S4_direct) < 2e-3
coefficient = np.sqrt(S4 / 3)
assert abs(coefficient - 2.35) < 0.005
cut10 = np.sum(n_all[m_all <= 100] / m_all[m_all <= 100]**2.0)
assert abs((S4 - cut10) / (4 * pi / 10) - 1) < 0.05


# ---------- finite spherical clusters of dipoles around the charge
def cluster(radius):
    k = int(radius)
    g = np.arange(-k, k + 1)
    pts = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T
    d2 = np.sum(pts**2, axis=1)
    pts = pts[(d2 > 0) & (d2 <= radius**2)].astype(float)
    r = np.linalg.norm(pts, axis=1)
    return pts, r, pts / r[:, None]**3     # last: field of the charge


def dipole_tensor(pts):
    n = len(pts)
    d = pts[:, None, :] - pts[None, :, :]
    s2 = np.sum(d**2, axis=2)
    np.fill_diagonal(s2, 1.0)
    T = 3 * d[:, :, :, None] * d[:, :, None, :]
    T -= s2[:, :, None, None] * np.eye(3)
    T /= s2[:, :, None, None]**2.5
    T[np.arange(n), np.arange(n)] = 0.0
    return T.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)


# ---------- random orientations sampled from the definition
pts6, r6, field6 = cluster(6)
samples = []
for batch in range(20):
    u = rng.standard_normal((1000, len(pts6), 3))
    u /= np.linalg.norm(u, axis=2)[:, :, None]
    samples.append(-u.reshape(1000, -1) @ field6.ravel())
samples = np.concatenate(samples)
sampled_coefficient = np.sqrt(np.mean(samples**2) + 4 * pi / (3 * 6))
assert abs(np.mean(samples)) < 0.08
assert abs(sampled_coefficient / coefficient - 1) < 0.025  # noise, rough tail

# ---------- shape of the distribution from its characteristic function
dk = 0.005
k = np.arange(0, 6 + dk / 2, dk)
char = np.ones_like(k)
near = m_all <= 400
for m, n in zip(m_all[near], n_all[near]):
    char *= np.sinc(k / (pi * m))**n
rest = S4 - np.sum(n_all[near] / m_all[near]**2.0)
char *= np.exp(-k**2 * rest / 6)
weight = np.full_like(k, dk)
weight[0] = dk / 2
x = np.arange(-16, 16.01, 0.02)
density = np.cos(np.outer(x, k)) @ (weight * char) / pi
norm = np.sum(density) * 0.02
variance = np.sum(x**2 * density) * 0.02
kurt_numeric = np.sum(x**4 * density) * 0.02 / variance**2 - 3
kurt_formula = -(2 / 15) * S8 / (S4 / 3)**2
assert abs(norm - 1) < 1e-6 and abs(variance / (S4 / 3) - 1) < 1e-5
assert abs(kurt_numeric - kurt_formula) < 1e-4
b = 3 * coefficient
tail_exact = 0.5 - np.sum(weight * char * b * np.sinc(k * b / pi)) / pi
tail_gauss = 0.5 * erfc(3 / np.sqrt(2))
assert 0 < tail_exact < tail_gauss


# ---------- correlation of the energies of two sites
def correlation(R):
    s2 = (X - R)**2 + Y**2 + Z**2
    ball = (X - R / 2)**2 + Y**2 + Z**2 <= 40**2
    ok = ball & (r2 > 0) & (s2 > 0)
    dot = (X * (X - R) + Y**2 + Z**2)[ok]
    total = np.sum(dot / (r2[ok] * s2[ok].astype(float))**1.5)
    return (total + 4 * pi / 40) / S4


corr1, corr2, corr8 = correlation(1), correlation(2), correlation(8)
corr8_law = 4 * pi / (S4 * 8)
assert abs(corr8 / corr8_law - 1) < 0.02

# ---------- worked example: rough values for an amorphous Alq3 film
p_debye, a_nm, eps_r, T_use, T_freeze = 4.5, 0.85, 3.0, 300.0, 450.0
p = p_debye * 1e-21 / const.c
a = a_nm * 1e-9
four_pi_eps = 4 * pi * const.epsilon_0 * eps_r
unit_eV = p / (four_pi_eps * a**2)
sigma_eV = coefficient * unit_eV
kT_eV = const.k * T_use / const.e

# ---------- neglected: local fields in a lattice of polarizable points
alpha = 3 / (4 * pi) * (eps_r - 1) / (eps_r + 2)       # in units of a^3
T6 = dipole_tensor(pts6)
identity = np.eye(len(T6))
p_test = rng.standard_normal(len(T6))
solved = np.linalg.solve(identity - alpha * T6,
                         np.column_stack([field6.ravel(), T6 @ p_test]))
local = solved[:, 0].reshape(-1, 3)
# the charge-induced field must give the potential of permanent + induced dipoles
pot_direct = field6.ravel() @ (p_test + alpha * solved[:, 1])
assert abs(pot_direct - local.ravel() @ p_test) < 1e-8
far = (eps_r + 2) / (3 * eps_r)
zone = (r6 >= 3) & (r6 <= 4.5)
far_numeric = np.mean(np.sum(local * pts6, axis=1)[zone] * r6[zone])
assert abs(far_numeric / far - 1) < 0.05               # small finite cluster


def infinite_sum(site_values, far_value, cutoff):
    s = r6 <= cutoff
    return np.sum(site_values[s] - far_value / r6[s]**4) + far_value * S4


local_sq = np.sum(local**2, axis=1)
pol_sum = infinite_sum(local_sq, far**2, 4.5)
assert abs(infinite_sum(local_sq, far**2, 3.5) / pol_sum - 1) < 0.03
local_factor = eps_r * np.sqrt(pol_sum / S4)

# ---------- neglected: dipoles that equilibrate mutually before freezing
coupling = p**2 / (four_pi_eps * a**3 * const.k * T_freeze)
y = coupling / 3
response = np.linalg.solve(identity - y * T6, field6.ravel()).reshape(-1, 3)
site_var = np.sum(response * field6, axis=1)
far_y = 1 / (1 + 8 * pi * y / 3)
orient_sum = infinite_sum(site_var, far_y, 4.5)
assert abs(infinite_sum(site_var, far_y, 3.5) / orient_sum - 1) < 0.03
orient_factor = np.sqrt(orient_sum / S4)

# heat-bath simulation of interacting fixed-length dipoles, many replicas
pts3, r3, field3 = cluster(3)
T3 = dipole_tensor(pts3)
f3 = field3.ravel()
linear3 = f3 @ np.linalg.solve(np.eye(len(T3)) - y * T3, f3) / (f3 @ f3)
replicas = 1500
u = rng.standard_normal((len(pts3), 3, replicas))
u /= np.linalg.norm(u, axis=1)[:, None, :]
u = u.reshape(-1, replicas)
collected = []
for sweep in range(28):
    for i in range(len(pts3)):
        rows = slice(3 * i, 3 * i + 3)
        h = coupling * (T3[rows] @ u)
        size = np.sqrt(np.sum(h**2, axis=0)) + 1e-12
        h /= size
        q = rng.random(replicas)
        c = 1 + np.log(q + (1 - q) * np.exp(-2 * size)) / size
        c = np.clip(c, -1, 1)
        g = rng.standard_normal((3, replicas))
        g -= h * np.sum(g * h, axis=0)
        g /= np.sqrt(np.sum(g**2, axis=0))
        u[rows] = c * h + np.sqrt(1 - c**2) * g
    if sweep >= 8:
        collected.append(np.mean((f3 @ u)**2))
simulated3 = np.mean(collected) / (f3 @ f3 / 3)
# the Gaussian estimate lets dipole lengths fluctuate: error of a few per cent
assert abs(simulated3 / linear3 - 1) < 0.08
assert simulated3 < 0.95

# ---------- neglected: other lattice at equal density, finite dipole length
even = inside & ((X + Y + Z) % 2 == 0)
S4_fcc = (np.sum(1.0 / r2[even].astype(float)**2) + 2 * pi / half) * 2**(4 / 3)
coefficient_fcc = np.sqrt(S4_fcc / 3)
length_nm = 0.4
d = length_nm / a_nm
cosine, w = np.polynomial.legendre.leggauss(40)
extra = 0.0
for m, n in zip(m_all[near], n_all[near]):
    plus = 1 / np.sqrt(m + d**2 / 4 - np.sqrt(m) * d * cosine)
    minus = 1 / np.sqrt(m + d**2 / 4 + np.sqrt(m) * d * cosine)
    extra += n * (np.sum(w * ((plus - minus) / d)**2) / 2 - 1 / (3 * m**2))
length_change = np.sqrt(1 + extra / (S4 / 3)) - 1

# ---------- printed numbers
print("REDUCED UNITS: length a, energy ep/(4 pi eps a^2)")
for m in (1, 2, 3, 4):
    print(f"shell n^2={m}: sites {shell_count[m]}, g = {shell_term(m):.4e}")
print(f"S4, theta splitting          = {S4:.5f}")
print(f"S4, direct sum + tail (R=45) = {S4_direct:.5f}")
print(f"S4 from sites within R=10    = {cut10:.4f}")
print(f"variance missed beyond R=10  = {100*(1-cut10/S4):.1f} %")
print(f"variance S4/3                = {S4/3:.4f}")
print(f"rms coefficient sqrt(S4/3)   = {coefficient:.4f}")
print(f"nearest neighbours only      = {np.sqrt(6/3):.4f}")
print(f"sampled rms (20000 draws, tail added) = {sampled_coefficient:.3f}")
print(f"S8                           = {S8:.4f}")
print(f"excess kurtosis, formula     = {kurt_formula:.5f}")
print(f"excess kurtosis, numeric     = {kurt_numeric:.5f}")
print(f"P(U < -3 sigma), lattice     = {tail_exact:.3e}")
print(f"P(U < -3 sigma), Gaussian    = {tail_gauss:.3e}")
print(f"correlation at R=1, R=2      = {corr1:.3f}, {corr2:.3f}")
print(f"correlation at R=8: sum, law = {corr8:.4f}, {corr8_law:.4f}")
print(f"prefactor 4 pi/S4 of 1/R law = {4*pi/S4:.4f}")
print("EXAMPLE: amorphous Alq3 film, rough inputs")
print(f"dipole p = {p_debye} D, a = {a_nm} nm, eps_r = {eps_r}")
print(f"use at {T_use:.0f} K, frozen at {T_freeze:.0f} K")
print(f"site density 1/a^3           = {1e21/a_nm**3:.2e} cm^-3")
print(f"p in SI                      = {p:.3e} C m")
print(f"ep/(4 pi eps a^2)            = {unit_eV:.4f} eV")
print(f"sigma                        = {sigma_eV:.4f} eV")
print(f"sigma in Hartree             = "
      f"{sigma_eV*const.e/const.value('Hartree energy'):.5f} Ha")
print(f"kT at use                    = {kT_eV:.4f} eV")
print(f"sigma/kT                     = {sigma_eV/kT_eV:.2f}")
print("NEGLECTED EFFECTS, each taken alone")
print(f"polarizability alpha/(4 pi eps0 a^3) = {alpha:.4f}")
print(f"far field factor (eps_r+2)/3 = {(eps_r+2)/3:.3f}")
print(f"same, from induced dipoles   = {far_numeric*eps_r:.3f}")
print(f"sigma factor, local fields   = {local_factor:.3f}")
print(f"sigma if p is the bare moment = {local_factor*sigma_eV:.3f} eV")
print(f"p^2/(4 pi eps a^3 kT), freezing = {coupling:.3f}")
print(f"sigma factor, orientational correlation = {orient_factor:.3f}")
print(f"sigma with that correlation  = {orient_factor*sigma_eV:.3f} eV")
print(f"R=3 cluster variance ratio: estimate  {linear3:.3f}")
print(f"R=3 cluster variance ratio: simulated {simulated3:.3f}")
print(f"rms coefficient, fcc at equal density = {coefficient_fcc:.4f}")
print(f"sigma change, charges {length_nm} nm apart = {100*length_change:.2f} %")
print(f"neighbour charge-dipole energy/kT at use = {unit_eV/kT_eV:.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
REDUCED UNITS: length a, energy ep/(4 pi eps a^2)
shell n^2=1: sites 6, g = 2.7977e-02
shell n^2=2: sites 12, g = 5.8951e-04
shell n^2=3: sites 8, g = 1.6939e-05
shell n^2=4: sites 6, g = 5.4920e-07
S4, theta splitting          = 16.53232
S4, direct sum + tail (R=45) = 16.53237
S4 from sites within R=10    = 15.2736
variance missed beyond R=10  = 7.6 %
variance S4/3                = 5.5108
rms coefficient sqrt(S4/3)   = 2.3475
nearest neighbours only      = 1.4142
sampled rms (20000 draws, tail added) = 2.351
S8                           = 6.9458
excess kurtosis, formula     = -0.03050
excess kurtosis, numeric     = -0.03050
P(U < -3 sigma), lattice     = 1.248e-03
P(U < -3 sigma), Gaussian    = 1.350e-03
correlation at R=1, R=2      = 0.695, 0.363
correlation at R=8: sum, law = 0.0951, 0.0950
prefactor 4 pi/S4 of 1/R law = 0.7601
EXAMPLE: amorphous Alq3 film, rough inputs
dipole p = 4.5 D, a = 0.85 nm, eps_r = 3.0
use at 300 K, frozen at 450 K
site density 1/a^3           = 1.63e+21 cm^-3
p in SI                      = 1.501e-29 C m
ep/(4 pi eps a^2)            = 0.0622 eV
sigma                        = 0.1461 eV
sigma in Hartree             = 0.00537 Ha
kT at use                    = 0.0259 eV
sigma/kT                     = 5.65
NEGLECTED EFFECTS, each taken alone
polarizability alpha/(4 pi eps0 a^3) = 0.0955
far field factor (eps_r+2)/3 = 1.667
same, from induced dipoles   = 1.680
sigma factor, local fields   = 1.871
sigma if p is the bare moment = 0.273 eV
p^2/(4 pi eps a^3 kT), freezing = 0.177
sigma factor, orientational correlation = 0.842
sigma with that correlation  = 0.123 eV
R=3 cluster variance ratio: estimate  0.725
R=3 cluster variance ratio: simulated 0.699
rms coefficient, fcc at equal density = 2.3067
sigma change, charges 0.4 nm apart = 0.03 %
neighbour charge-dipole energy/kT at use = 2.41
ALL CHECKS PASSED
```
